# Heat Conduction in Disordered Harmonic Chains with Free and Pinned Ends: a numerical check

```python
"""
Result under test: a mass-disordered harmonic chain between white-noise baths has
  free ends  : J = kB dT C_free / (4 sqrt(pi) (c N)^(1/2)),       kappa ~ N^(+1/2)
  pinned ends: J = kB dT beta C_pin / (4 sqrt(pi) (c N)^(3/2)),   kappa ~ N^(-1/2)
N: number of masses; m, var: mean and variance of mass; k: spring; gamma: end damper;
k_wall: spring from each end mass to a wall; c = var/(4 k m);
beta = gamma sqrt(k m)/k_wall^2; J: disorder-averaged heat current; kappa = J N a/dT.
Reduced units: m = k = 1, frequency unit sqrt(k/m), 'pin' = k_wall/k.
T is the bulk transmission, X = 2/T - 1; Y = 2/tau - 1 for an end of transmissivity tau.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_continuous_lyapunov, eigh_tridiagonal

rng = np.random.default_rng(12345)
pi = np.pi


def end_to_end_transmission(previous, current, w, pin, gamma):
    """Transmission from two real solutions at sites n (previous) and n+1 (current)."""
    h, g = 1.0 - pin, w * gamma
    a0, b0 = previous
    a1, b1 = current
    real = a1 + h * (b1 - a0) - (h * h - g * g) * b0
    imag = g * (b1 - a0 - 2 * h * b0)
    return 4 * g * g / (real * real + imag * imag)


def start_solutions(w):
    one, zero = np.ones_like(w), np.zeros_like(w)
    return np.array([zero, one]), np.array([one, zero])


def random_chains(length, w, pair):
    """One independent random chain per frequency; yields solutions after each site."""
    previous, current = start_solutions(w)
    light, drop = 2 - w**2 * pair[0], w**2 * (pair[1] - pair[0])
    for site in range(1, length + 1):
        heavy = rng.integers(0, 2, size=w.size, dtype=bool)
        previous, current = current, (light - drop * heavy) * current - previous
        yield site, previous, current


def sampled_current(length, pair, ends, w_lo, w_hi, batches, columns=8000):
    """J/(kB dT) by stratified frequencies, averaged over lengths within 2.5 percent."""
    half = length // 40
    out = np.zeros((batches, len(ends)))
    for b in range(batches):
        w = w_lo + (w_hi - w_lo) * (np.arange(columns) + rng.random(columns)) / columns
        for site, previous, current in random_chains(length + half, w, pair):
            if site >= length - half:
                for e, (pin, gamma) in enumerate(ends):
                    out[b, e] += end_to_end_transmission(
                        previous, current, w, pin, gamma).mean()
    out *= (w_hi - w_lo) / (2 * half + 1) / (2 * pi)
    return out.mean(axis=0), out.std(axis=0, ddof=1) / np.sqrt(batches)


# ---- current formula against the stationary covariance of the Langevin equations ----
def covariance_current(masses, pin, gamma):
    n = len(masses)
    if pin > 0:
        stiff = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
        stiff[0, 0] = stiff[-1, -1] = 1 + pin
        stretch = np.linalg.cholesky(stiff).T
    else:
        stretch = np.diff(np.eye(n), axis=0)
    r = stretch.shape[0]
    drift = np.zeros((r + n, r + n))
    drift[:r, r:] = stretch
    drift[r:, :r] = -stretch.T / masses[:, None]
    drift[r, r] = -gamma / masses[0]
    drift[-1, -1] = -gamma / masses[-1]
    noise = np.zeros_like(drift)
    noise[r, r] = 2 * gamma / masses[0]**2      # left bath kB T = 1, right bath 0
    cov = solve_continuous_lyapunov(drift, -noise)
    return gamma / masses[0] - gamma * cov[r, r]


small_masses = np.array([0.7, 1.6, 1.1, 0.5, 1.3])
w_grid = (np.arange(100000) + 0.5) * 8 / 100000
small_currents = []
for pin in (0.0, 1.0, 2.0):
    previous, current = start_solutions(w_grid)
    for mass in small_masses:
        previous, current = current, (2 - w_grid**2 * mass) * current - previous
    landauer = 8 * end_to_end_transmission(previous, current, w_grid, pin, 0.8).mean() / (2 * pi)
    direct = covariance_current(small_masses, pin, 0.8)
    assert abs(landauer / direct - 1) < 1e-5
    small_currents.append((pin, landauer, direct))


# ---- end transmissivity from the reflected wave on a clean lattice ----
def reflected_wave_loss(w, pin, gamma):
    q = 2 * np.arcsin(w / 2)
    h = 1 - pin + 1j * w * gamma
    r = -(1 - h * np.exp(-1j * q)) / (1 - h * np.exp(1j * q))
    return 1 - abs(r)**2


assert abs(reflected_wave_loss(0.01, 0, 3.0) / (4 * 3 / 16) - 1) < 1e-3
for pin, gamma in ((1, 0.5), (2, 0.5), (2, 1.5)):
    assert abs(reflected_wave_loss(0.01, pin, gamma)
               / (4 * gamma * 0.01**2 / pin**2) - 1) < 2e-3


# ---- average over the two phases, by explicit products of matrices ----
def squeeze(x):
    r = np.arccosh(x) / 2
    return np.diag([np.exp(r), np.exp(-r)])


angles = np.arange(200) * pi / 200
turn = np.array([[np.cos(angles), -np.sin(angles)],
                 [np.sin(angles), np.cos(angles)]]).transpose(2, 0, 1)
X, Y1, Y2 = 2.5, 1.7, 3.0
left = squeeze(Y1) @ turn @ squeeze(X)
right = turn @ squeeze(Y2)
product = left[:, None] @ right[None, :]
phase_mean = np.mean(2 / (1 + (product**2).sum(axis=(2, 3)) / 2))
phase_formula = 2 / np.sqrt(X**2 + Y1**2 + Y2**2 + 2 * X * Y1 * Y2 - 1)
assert abs(phase_mean / phase_formula - 1) < 1e-6


# ---- conical functions and their product rule under the phase average ----
def conical(p, x):
    phi = (np.arange(400) + 0.5) * pi / 400
    base = x + np.sqrt(x * x - 1) * np.cos(phi)
    return (np.cos(np.outer(np.atleast_1d(p), np.log(base))) / np.sqrt(base)).mean(axis=1)


theta = (np.arange(200) + 0.5) * pi / 200
joined = X * Y1 + np.sqrt(X**2 - 1) * np.sqrt(Y1**2 - 1) * np.cos(theta)
for p in (0.3, 1.2):
    mean_p = np.mean([conical(p, x)[0] for x in joined])
    assert abs(mean_p - conical(p, X)[0] * conical(p, Y1)[0]) < 1e-6

# ---- spectral averages against a finite-volume solution of the diffusion ----
dp = 0.01
p_grid = (np.arange(1200) + 0.5) * dp
weight_T = 2 * pi * p_grid * np.tanh(pi * p_grid) / np.cosh(pi * p_grid)
weight_root = 2 / np.cosh(pi * p_grid)
level = p_grid**2 + 0.25


def mean_T(s):
    return dp * np.sum(weight_T * np.exp(-level * s))


def mean_root_T(s):
    return dp * np.sum(weight_root * np.exp(-level * s))


cells, top = 1000, 20.0
step = top / cells
faces = np.arange(cells + 1) * step
centres = faces[:-1] + step / 2
volume = np.diff(np.cosh(faces))
link = np.sinh(faces[1:-1]) / step
diagonal = np.zeros(cells)
diagonal[:-1] += link
diagonal[1:] += link
rates, modes = eigh_tridiagonal(diagonal / volume, -link / np.sqrt(volume[1:] * volume[:-1]))


def diffused(values, s):
    part = modes.T @ (np.sqrt(volume) * values)
    return (modes[0] * np.exp(-rates * s)) @ part / np.sqrt(volume[0])


for s in (1.0, 4.0):
    assert abs(diffused(1 / np.cosh(centres / 2)**2, s) / mean_T(s) - 1) < 2e-3
    assert abs(diffused(1 / np.cosh(centres / 2), s) / mean_root_T(s) - 1) < 2e-3


# ---- the two laws in reduced units: J/(kB dT sqrt(k/m)) ----
def free_constant(gamma):
    y = (gamma + 1 / gamma) / 2
    return dp * np.sum(weight_T * conical(p_grid, y)**2 / np.sqrt(level))


pin_constant = dp * np.sum(weight_root / level**1.5)


def free_law(cN, gamma):
    return free_constant(gamma) / (4 * np.sqrt(pi) * np.sqrt(cN))


def pinned_law(cN, gamma, pin=1.0):
    return gamma / pin**2 * pin_constant / (4 * np.sqrt(pi) * cN**1.5)


# ---- scattering strength: mean of ln T in a long chain with matched ends ----
test_pair = (0.2, 1.8)
c_test = np.var(test_pair) / 4
w_fixed = np.full(8000, 0.1)
for site, previous, current in random_chains(3000, w_fixed, test_pair):
    pass
log_loss = -np.log(end_to_end_transmission(previous, current, w_fixed, 0, 1.0)).mean()
log_loss_law = c_test * 0.1**2 * 3000
assert abs(log_loss / log_loss_law - 1) < 0.05

# ---- exponents and prefactors from random chains; same chains for all ends ----
test_ends = ((0, 1.0), (0, 3.0), (1, 0.5))
lengths = (1500, 6000)
measured, errors = [], []
for n in lengths:
    value, error = sampled_current(n, test_pair, test_ends, 0, np.sqrt(40 / (c_test * n)), 8)
    measured.append(value)
    errors.append(error)
slopes = 1 + np.log(measured[1] / measured[0]) / np.log(lengths[1] / lengths[0])
cN = c_test * lengths[1]
ratios = measured[1] / np.array([free_law(cN, 1.0), free_law(cN, 3.0), pinned_law(cN, 0.5)])
# tolerances: sampling error plus corrections of relative order 1/(cN)
assert abs(slopes[0] - 0.5) < 0.04 and abs(slopes[1] - 0.5) < 0.05
assert abs(slopes[2] + 0.5) < 0.10
assert abs(ratios[0] - 1) < 0.04 and abs(ratios[1] - 1) < 0.05
assert abs(ratios[2] - 1) < 0.08

# ---- heat above the sampled frequency range is negligible ----
w_cut = np.sqrt(40 / (c_test * 100))
below, _ = sampled_current(100, test_pair, test_ends, 0, w_cut, 2)
above, _ = sampled_current(100, test_pair, test_ends, w_cut, 5.0, 2)
tail_share = np.max(above / below)
assert tail_share < 0.01

# ---- worked example: random stack of Si and Ge planes, rough inputs ----
mass_u = np.array([28.0, 73.0])
spring, spacing, planes, temperature = 180.0, 0.136e-9, 4000, 300.0
mean_mass = mass_u.mean() * sc.atomic_mass
unit_w = np.sqrt(spring / mean_mass)
speed = spacing * unit_w
pair = tuple(mass_u / mass_u.mean())
c_red = np.var(pair) / 4
cN_ex = c_red * planes
w_c = unit_w / np.sqrt(cN_ex)
to_pW = sc.k * unit_w * 1e12
length_um = planes * spacing * 1e6
G_free = free_law(cN_ex, 1.0) * to_pW
G_pin = pinned_law(cN_ex, 1.0) * to_pW
direct, direct_err = sampled_current(planes, pair, ((0, 1.0), (1, 1.0)), 0,
                                     np.sqrt(40 / cN_ex), 6)
direct, direct_err = direct * to_pW, direct_err * to_pW
assert abs(direct[0] / G_free - 1) < 0.06
assert abs(direct[1] / G_pin - 1) < 0.20     # leading law; corrections of order 1/(cN)

# sizes of neglected effects (order-of-magnitude estimates)
x = sc.hbar * w_c / (sc.k * temperature)
quantum_loss = 1 - x**2 * np.exp(x) / np.expm1(x)**2
grueneisen = 1.0
anharmonic = (2 * grueneisen**2 * sc.k * temperature
              / (mean_mass * speed**2 * 2 * unit_w))       # rate = anharmonic * w^2
c_si = c_red / unit_w**2
rate_ratio = anharmonic / (speed * c_si / spacing)
hop = sc.k * spacing**2 * anharmonic / (pi * speed * c_si**2 * w_c) * 1e18
open_share = 8 * spacing**2 * (w_c / speed)**2 / (4 * pi)

print("TESTS (reduced units m = k = 1)")
for pin, landauer, exact in small_currents:
    print(f"5 masses, k_wall/k={pin:.0f}: J formula {landauer:.6f}, covariance {exact:.6f}")
print(f"phase average: matrices {phase_mean:.6f}, formula {phase_formula:.6f}")
print(f"E[T] at s=1, 4: {mean_T(1.0):.4f}, {mean_T(4.0):.4f}")
print(f"E[sqrt T] at s=1, 4: {mean_root_T(1.0):.4f}, {mean_root_T(4.0):.4f}")
print(f"-<ln T>: chains {log_loss:.3f}, law {log_loss_law:.3f}")
print(f"C_free matched (z=1): {free_constant(1.0):.5f}")
print(f"C_free at z=3: {free_constant(3.0):.5f}")
print(f"C_pin: {pin_constant:.5f}")
print(f"test masses {test_pair[0]}, {test_pair[1]}; c = {c_test:.3f}; N = {lengths[0]}, {lengths[1]}")
for name, i in (("free z=1", 0), ("free z=3", 1), ("pinned z=0.5", 2)):
    print(f"{name}: kappa exponent {slopes[i]:+.3f}")
    print(f"  J chains/law at N={lengths[1]}: {ratios[i]:.3f}"
          f" (sampling error {errors[1][i] / measured[1][i]:.3f})")
print(f"largest share of heat above s=40, N=100: {tail_share:.1e}")
print("EXAMPLE: random Si/Ge planes, rough inputs")
print(f"masses: {mass_u[0]:.0f} and {mass_u[1]:.0f} u, mean {mass_u.mean():.1f} u")
print(f"spring: {spring:.0f} N/m; plane spacing: {spacing * 1e9:.3f} nm")
print(f"planes: {planes}; length: {length_um * 1e3:.0f} nm; temperature: {temperature:.0f} K")
print(f"sqrt(k/m): {unit_w / 1e12:.2f} rad/ps; sound speed: {speed:.0f} m/s")
print(f"matched damper sqrt(k m): {np.sqrt(spring * mean_mass):.3e} kg/s")
print(f"relative mass variance: {4 * c_red:.4f}; c N k/m: {cN_ex:.1f}")
print(f"cut-off (s=1): {w_c / 1e12:.3f} rad/ps = {w_c / (2 * pi * 1e12):.3f} THz")
print(f"conductance free: law {G_free:.3f}, chains {direct[0]:.3f} +- {direct_err[0]:.3f} pW/K")
print(f"conductance pinned: law {G_pin:.4f}, chains {direct[1]:.4f} +- {direct_err[1]:.4f} pW/K")
print(f"kappa free law: {G_free * length_um:.3f} pW um/K")
print(f"kappa pinned law: {G_pin * length_um:.4f} pW um/K")
for n in (16000, 64000):
    micron = n * spacing * 1e6
    kf = free_law(c_red * n, 1.0) * to_pW * micron
    kp = pinned_law(c_red * n, 1.0) * to_pW * micron
    print(f"N={n}, L={micron:.2f} um: kappa free {kf:.3f}, pinned {kp:.4f} pW um/K")
print("NEGLECTED EFFECTS (rough sizes)")
print(f"hbar w/(kB T) at cut-off: {x:.4f}; quantum loss: {quantum_loss:.1e}")
print(f"anharmonic/disorder scattering rate (Grueneisen {grueneisen:.0f}): {rate_ratio:.4f}")
print(f"kappa from anharmonic hopping: {hop:.3f} pW um/K")
print(f"hopping/free law: {hop / (G_free * length_um):.3f}")
print(f"hopping/pinned law: {hop / (G_pin * length_um):.2f}")
print(f"hopping equals pinned law at: {temperature * G_pin * length_um / hop:.0f} K")
print(f"open share of in-plane wavevectors at cut-off: {open_share:.5f}")
print("no test failed")
```

Printed output:

```
TESTS (reduced units m = k = 1)
5 masses, k_wall/k=0: J formula 0.178782, covariance 0.178782
5 masses, k_wall/k=1: J formula 0.101929, covariance 0.101929
5 masses, k_wall/k=2: J formula 0.052998, covariance 0.052998
phase average: matrices 0.306282, formula 0.306282
E[T] at s=1, 4: 0.4688, 0.1041
E[sqrt T] at s=1, 4: 0.6499, 0.2310
-<ln T>: chains 4.852, law 4.800
C_free matched (z=1): 1.22335
C_free at z=3: 0.81491
C_pin: 4.89340
test masses 0.2, 1.8; c = 0.160; N = 1500, 6000
free z=1: kappa exponent +0.497
  J chains/law at N=6000: 0.997 (sampling error 0.003)
free z=3: kappa exponent +0.495
  J chains/law at N=6000: 0.996 (sampling error 0.005)
pinned z=0.5: kappa exponent -0.465
  J chains/law at N=6000: 0.998 (sampling error 0.011)
largest share of heat above s=40, N=100: 1.4e-30
EXAMPLE: random Si/Ge planes, rough inputs
masses: 28 and 73 u, mean 50.5 u
spring: 180 N/m; plane spacing: 0.136 nm
planes: 4000; length: 544 nm; temperature: 300 K
sqrt(k/m): 46.33 rad/ps; sound speed: 6301 m/s
matched damper sqrt(k m): 3.885e-12 kg/s
relative mass variance: 0.1985; c N k/m: 198.5
cut-off (s=1): 3.288 rad/ps = 0.523 THz
conductance free: law 7.834, chains 7.821 +- 0.017 pW/K
conductance pinned: law 0.1579, chains 0.1374 +- 0.0012 pW/K
kappa free law: 4.262 pW um/K
kappa pinned law: 0.0859 pW um/K
N=16000, L=2.18 um: kappa free 8.523, pinned 0.0429 pW um/K
N=64000, L=8.70 um: kappa free 17.046, pinned 0.0215 pW um/K
NEGLECTED EFFECTS (rough sizes)
hbar w/(kB T) at cut-off: 0.0837; quantum loss: 5.8e-04
anharmonic/disorder scattering rate (Grueneisen 1): 0.0251
kappa from anharmonic hopping: 0.197 pW um/K
hopping/free law: 0.046
hopping/pinned law: 2.30
hopping equals pinned law at: 131 K
open share of in-plane wavevectors at cut-off: 0.00321
no test failed
```
